# Counting and Filling the States of an Exponential Band Tail

## Problem

In an amorphous semiconductor the conduction band does not end sharply. Disorder leaves localized states below the band edge $E_c$, and their density is often modelled by an exponential,

$$
g(E)=g_0\,e^{(E-E_c)/w},\qquad E\le E_c .
$$

Take $g_0=1.55\times10^{20}\ \mathrm{cm^{-3}\,eV^{-1}}$ and $w=0.013$ eV. The density $g_0$ counts the two spin directions separately, so each state holds one electron. The gap is 3.1 eV, the temperature is 300 K, and the band above $E_c$ is parabolic with an effective mass of $m=0.34$ electron masses.

(a) Find the total density $N$ of tail states, and the volume of material per state.

(b) How are these states distributed in depth below the edge? Find the mean and the median depth.

(c) What would $N$ be if 0.013 eV were instead the energy over which $g$ falls by a factor of ten?

(d) The Fermi level is placed at $E_c$. What fraction of the tail is filled, and how does the trapped density compare with the density of electrons in the band?

(e) The Fermi level is lowered to 0.20 eV below $E_c$. Find the trapped density, and state when the formula used for it is valid.

(f) How much does $N$ change if the edge is placed 0.005 eV higher or lower, or if the tail has a Gaussian shape?

## Solution

### (a) The total density

Measure energy downward from the edge by the depth $d=E_c-E\ge0$. The density of states becomes

$$
g=g_0e^{-d/w}.
$$

A slice of thickness $dE$ in energy has the same thickness in $d$. The minus sign in $dE=-\,dd$ is absorbed by reversing the limits. The states between the edge and a finite depth $D$ therefore number, per unit volume,

$$
N(D)=\int_0^D g_0e^{-d/w}\,dd
=g_0\Big[-w\,e^{-d/w}\Big]_0^D
=g_0w\left(1-e^{-D/w}\right).
$$

The tail cannot extend below the gap, so the largest sensible $D$ is 3.1 eV. The missing fraction is then $e^{-3.1/0.013}\approx3\times10^{-104}$, and the lower end of the integral may be moved to infinite depth without any visible change:

$$
N=g_0w .
$$

The area under an exponential equals that of a rectangle with the height of its edge value and the width of its decay energy. The units confirm the form, since $\mathrm{cm^{-3}\,eV^{-1}}$ times eV gives $\mathrm{cm^{-3}}$. With the numbers,

$$
N=(1.55\times10^{20})(0.013)\ \mathrm{cm^{-3}}
=2.015\times10^{18}\ \mathrm{cm^{-3}}
\approx2.0\times10^{18}\ \mathrm{cm^{-3}} .
$$

One cubic centimetre is $10^{24}$ cubic angstrom, so this is $2.0\times10^{-6}$ Å$^{-3}$. The volume per state is the reciprocal, $5.0\times10^5$ Å$^3$, which is a cube of side 79 Å. That length describes how thinly the states are spread through the material. Because the two spin states of one localized orbital are counted separately, there is one orbital per two such volumes, or per cube of side about 100 Å. It is not the size of a localized wave function, about which $g(E)$ says nothing.

The same product can be formed in atomic units, which part (d) will need. Multiplying $g_0$ by the cube of the Bohr radius in centimetres and by the hartree in eV gives $g_0=6.250\times10^{-4}$ hartree$^{-1}$ bohr$^{-3}$. The width is $w=4.777\times10^{-4}$ hartree, and $N=2.99\times10^{-7}$ bohr$^{-3}$.

The spin convention matters here. If $g_0$ had counted spatial orbitals, each with room for two spins, the number of one-electron states would be twice as large.

### (b) Where the states lie

The density of states deeper than $d$ is the total less the part already counted:

$$
N_{>}(d)=N-N(d)=g_0w-g_0w\left(1-e^{-d/w}\right)=N e^{-d/w}.
$$

It falls with the same decay energy as $g$ itself. For depths of one, two, three and five widths:

- deeper than 0.013 eV: $7.4\times10^{17}\ \mathrm{cm^{-3}}$, or 37 % of the tail;
- deeper than 0.026 eV: $2.7\times10^{17}\ \mathrm{cm^{-3}}$, or 14 %;
- deeper than 0.039 eV: $1.0\times10^{17}\ \mathrm{cm^{-3}}$, or 5 %;
- deeper than 0.065 eV: $1.4\times10^{16}\ \mathrm{cm^{-3}}$, or 0.7 %.

The normalized distribution of depths is $g/N=e^{-d/w}/w$. Its mean follows by integration by parts:

$$
\langle d\rangle=\int_0^\infty \frac{d}{w}\,e^{-d/w}\,dd
=\Big[-d\,e^{-d/w}\Big]_0^\infty+\int_0^\infty e^{-d/w}\,dd
=0+w .
$$

The boundary term vanishes at $d=0$ because of the factor $d$, and at infinity because the exponential wins. The mean depth is thus 0.013 eV.

The median $d_{1/2}$ divides the states into equal halves:

$$
e^{-d_{1/2}/w}=\tfrac12
\quad\Longrightarrow\quad
d_{1/2}=w\ln2=0.0090\ \text{eV}.
$$

The median is smaller than the mean because the few deep states pull the mean down into the gap. Both depths are below the thermal energy at 300 K, which is $0.0259$ eV. Most of this tail is therefore shallow on the thermal scale, and this governs how it fills in parts (d) and (e).

### (c) A width per factor of ten

If $g$ fell by a factor of ten over the energy $w$, it would read $g_0\,10^{-d/w}$. Since $10=e^{\ln10}$,

$$
10^{-d/w}=e^{-d\ln10/w},
$$

which is an exponential with decay energy $w/\ln10$. The result of part (a) applies with that energy in place of $w$:

$$
N_{10}=\frac{g_0w}{\ln10}=8.8\times10^{17}\ \mathrm{cm^{-3}} .
$$

The two readings of "width" differ by a factor of 2.3. A quoted tail width is usable only together with its definition.

### (d) Fermi level at the edge

$N$ counts places for electrons, not electrons. To find the trapped density, each state is weighted by its probability of being filled. Write $\tau=k_BT=0.02585$ eV and let the Fermi level lie at depth $d_F$, so that $E_F=E_c-d_F$. For a state at depth $d$, $E-E_F=d_F-d$, and the Fermi function is

$$
f=\frac{1}{1+e^{(d_F-d)/\tau}} .
$$

This treats the states as independent. Repulsion between two electrons on the same localized site is left out. This matters when the Fermi level is at the edge: if the repulsion were strong enough to forbid double occupation, the filled fraction found below would drop from 0.61 to about 0.38, and the ratio of band to trapped electrons would rise from 3.1 to 5.0. A repulsion of only 0.026 eV, equal to $\tau$, already lowers the fraction to 0.50. With the Fermi level of part (e), double occupation is rare and the effect is below 1 %. The trapped density is

$$
n_t=\int_0^\infty\frac{g_0e^{-d/w}}{1+e^{(d_F-d)/\tau}}\,dd .
$$

Now set $d_F=0$. For $d>0$ the number $e^{-d/\tau}$ is less than one, and the Fermi function can be expanded as a geometric series:

$$
\frac1{1+e^{-d/\tau}}=\sum_{n=0}^{\infty}(-1)^n e^{-nd/\tau}.
$$

The partial sums of this series stay between 0 and 1, so the integrand stays below $g_0e^{-d/w}$, which has a finite integral. The series may therefore be integrated term by term:

$$
\int_0^\infty e^{-d(1/w+n/\tau)}\,dd
=\frac{1}{1/w+n/\tau}
=\frac{w}{1+nw/\tau}.
$$

Dividing by $N=g_0w$ gives the filled fraction

$$
\frac{n_t}{N}=\sum_{n=0}^{\infty}\frac{(-1)^n}{1+na},
\qquad a=\frac w\tau=\frac{0.013}{0.02585}=0.503 .
$$

Because $a$ is close to one half, the sum can be estimated by hand. For $a=\tfrac12$ it is

$$
2\left(\tfrac12-\tfrac13+\tfrac14-\dots\right)=2(1-\ln2)\approx0.614,
$$

where $\ln2=1-\tfrac12+\tfrac13-\dots$ has been used. Numerical summation with the actual $a$ also gives 0.614. The trapped density is

$$
n_t=0.614\times2.015\times10^{18}\ \mathrm{cm^{-3}}
=1.24\times10^{18}\ \mathrm{cm^{-3}} .
$$

Two limits show that the fraction is reasonable. In a very cold sample, $\tau\ll w$, nearly every tail state lies many $\tau$ below the Fermi level and the fraction tends to one. In a very hot one, $\tau\gg w$, all states lie within a small part of $\tau$ of the Fermi level and are half filled. The present case is between the two, nearer to the hot limit.

For the electrons in the band, the density of band states is needed. In atomic units a band state with wave number $k$ has energy $\varepsilon=k^2/2m$ above the edge. A periodic box of volume $V$ has $V/(2\pi)^3$ allowed wave vectors per unit volume of $k$ space. With two spins, the number of states per unit volume up to $k$ is

$$
\frac{2}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2}
=\frac{(2m\varepsilon)^{3/2}}{3\pi^2}.
$$

Differentiation with respect to $\varepsilon$ gives

$$
g_b(\varepsilon)=\frac{(2m)^{3/2}\varepsilon^{1/2}}{2\pi^2}
=\frac{\sqrt2\,m^{3/2}}{\pi^2}\sqrt{\varepsilon}.
$$

It is convenient to compare this with the tail. Let $\varepsilon^*$ be the energy at which $g_b$ reaches $g_0$. Setting $g_b(\varepsilon^*)=g_0$ and squaring,

$$
\varepsilon^*=\frac{\pi^4g_0^2}{2m^3}
=\frac{\pi^4(6.250\times10^{-4})^2}{2(0.34)^3}
=4.84\times10^{-4}\ \text{hartree}=0.0132\ \text{eV},
$$

and the band density is simply $g_b=g_0\sqrt{\varepsilon/\varepsilon^*}$. With the Fermi level at the edge, the electron density in the band is

$$
n_b=g_0\int_0^\infty\sqrt{\frac{\varepsilon}{\varepsilon^*}}\;
\frac{d\varepsilon}{1+e^{\varepsilon/\tau}} .
$$

Here $e^{-\varepsilon/\tau}<1$, so $1/(1+e^{\varepsilon/\tau})=\sum_{j\ge1}(-1)^{j-1}e^{-j\varepsilon/\tau}$. Each term is a standard integral, $\int_0^\infty\sqrt\varepsilon\,e^{-j\varepsilon/\tau}d\varepsilon=\tfrac{\sqrt\pi}{2}(\tau/j)^{3/2}$, and

$$
n_b=g_0\tau\sqrt{\frac{\tau}{\varepsilon^*}}\;\frac{\sqrt\pi}{2}
\sum_{j=1}^{\infty}\frac{(-1)^{j-1}}{j^{3/2}}
=3.8\times10^{18}\ \mathrm{cm^{-3}},
$$

with the sum evaluated numerically. The band holds 3.1 times as many electrons as the tail, and about a quarter of all the electrons, $1.24/(1.24+3.81)$, are trapped.

If trapped electrons do not move and band electrons keep a fixed mobility, the mobility averaged over all electrons is the band value times $n_b/(n_b+n_t)\approx0.75$.

### (e) Fermi level well below the edge

Now $d_F=0.20$ eV, which is nearly eight times $\tau$. For states well above the Fermi level, $d_F-d\gg\tau$, the 1 in the denominator of $f$ may be dropped:

$$
f\approx e^{-(d_F-d)/\tau}.
$$

The trapped density becomes

$$
n_t\approx g_0e^{-d_F/\tau}\int_0^\infty e^{-d(1/w-1/\tau)}\,dd .
$$

Two tendencies compete in the exponent. Deeper states are rarer, which gives $1/w$, but they are more likely to be filled, which gives $-1/\tau$. If $w<\tau$ the first wins and the integral converges:

$$
\int_0^\infty e^{-d(1/w-1/\tau)}\,dd=\frac{1}{1/w-1/\tau}=\frac{w\tau}{\tau-w},
$$

$$
n_t\approx N\,e^{-d_F/\tau}\,\frac{\tau}{\tau-w}.
$$

The last factor is $0.02585/0.01285=2.01$. It measures how much the greater filling of the deeper states adds, compared with a tail in which all $N$ states sit at the edge. The result is

$$
n_t\approx1.77\times10^{15}\ \mathrm{cm^{-3}} .
$$

Numerical quadrature with the full Fermi function gives $1.76\times10^{15}\ \mathrm{cm^{-3}}$. The formula is 0.35 % higher than this. The sign is as expected, because $e^{-x}$ exceeds $1/(1+e^{x})$ for every $x$.

The formula needs more than $w<\tau$. The Fermi level must lie several $\tau$ below the edge, since otherwise the approximation for $f$ fails even for the states at the edge. There is also a condition on the deeper states. The trapped electrons are distributed in depth with decay energy $w\tau/(\tau-w)$, here 0.026 eV, and this must be much smaller than $d_F$. Otherwise many of them would sit near or below the Fermi level, where the approximation for $f$ fails. At 300 K the formula is still 9 % too high for $d_F=0.10$ eV and 43 % too high for $d_F=0.05$ eV. As $w$ approaches $\tau$ the decay energy grows without limit and the formula breaks down for any fixed $d_F$. For this tail, $\tau=w$ at $300\times0.013/0.02585\approx151$ K.

For $\tau\ll w$ the opposite picture holds. The Fermi function becomes a step, the states deeper than $d_F$ are full and the others empty, and part (b) gives $n_t=Ne^{-d_F/w}$. The tail width then takes the place of the thermal energy in the exponent. The condition $\tau<w$ alone is not enough for this value: with $d_F=0.20$ eV the full integral exceeds it by 3 % at 20 K, by 21 % at 50 K and by a factor 2.4 at 100 K.

The band electrons can be treated in the same way at 300 K. For a deep Fermi level only the $j=1$ term of the series in part (d) survives, multiplied by $e^{-d_F/\tau}$. The common factor cancels in the ratio:

$$
\frac{n_b}{n_t}\approx\frac{\sqrt\pi}{2}\sqrt{\frac{\tau}{\varepsilon^*}}\;\frac{\tau-w}{w}\approx1.2 .
$$

With the Fermi level at the edge the ratio was 3.1. The tail therefore takes a larger share of the electrons when there are few of them. As the Fermi level rises, the tail approaches its capacity $N$, while the band continues to offer more states at higher energy. Under the mobility assumptions of part (d), the averaged mobility rises from about 0.55 to 0.75 of the band value between these two Fermi levels.

### (f) How firm is the number?

The product $g_0w$ is linear in each factor, so a 10 % change in $w$ at fixed $g_0$ changes $N$ by 10 %. For small changes the position of the edge matters equally: moving it by 10 % of $w$ also changes $N$ by about 10 %. For larger shifts the dependence is exponential. Suppose the same exponential is followed up to an energy $s$ above the original edge. The depth then starts at $-s$:

$$
N(s)=\int_{-s}^{\infty}g_0e^{-d/w}\,dd=g_0w\,e^{s/w}.
$$

For $s=+0.005$ eV the total is $3.0\times10^{18}\ \mathrm{cm^{-3}}$, larger by a factor 1.47. For $s=-0.005$ eV it is $1.4\times10^{18}\ \mathrm{cm^{-3}}$, smaller by a factor 0.68. The exponential itself is held fixed in this comparison, and only the energy at which counting stops is moved. For the upward shift this assumes that the exponential continues above $E_c$. If the added states are instead those of the parabolic band of part (d), they number $\tfrac23g_0s\sqrt{s/\varepsilon^*}$, and the total grows only by a factor 1.16.

Such a shift lies within the uncertainty built into the model. At $E_c$ the modelled density drops from $g_0$ to zero, because the parabolic band starts from nothing, and it regains $g_0$ only at $\varepsilon^*=0.0132$ eV. This dip comes from joining two separate formulas. The modelled density of states is therefore unreliable over about 0.01 eV near the edge, a range comparable with $w$. The ratios $n_b/n_t$ of parts (d) and (e) share this uncertainty. If the dip is filled up to $g_0$, the values 3.1 and 1.2 become 3.3 and 1.4 when the added states are counted as band states, and 2.5 and 1.1 when they are counted as traps.

The shape matters too. Replace the exponential by a half-Gaussian with the same edge density and with $w$ as its standard deviation:

$$
\int_0^\infty g_0e^{-d^2/2w^2}\,dd
=g_0\,w\sqrt2\int_0^\infty e^{-u^2}du
=g_0w\sqrt{\frac{\pi}{2}}
=2.5\times10^{18}\ \mathrm{cm^{-3}},
$$

where $u=d/(w\sqrt2)$ and the last integral is $\sqrt\pi/2$. This is 25 % above the exponential result. The figure depends on how the two widths are matched. If the half-Gaussian is instead given the same mean depth as the exponential, its standard deviation is $w\sqrt{\pi/2}$ and $N$ is larger by a factor $\pi/2$.

The gap and the mass are rough values, and the tail parameters of a given film depend on its composition and processing. The position of the boundary between localized and band states is also uncertain. By the estimates above, moving that boundary by 0.005 eV changes $N$ by a factor of about 1.5 if it moves down, and by 1.2 to 1.5 if it moves up, depending on which density of states is used above $E_c$. Deep defect states that do not follow the exponential are also absent from $N$, and would have to be added separately. The arithmetic gives $2.015\times10^{18}\ \mathrm{cm^{-3}}$, but even for a film described by these values of $g_0$ and $w$ the model supports only the order of magnitude, $10^{18}$ per cubic centimetre. A film with other tail parameters has $N$ scaled by its own product $g_0w$ and can lie in another order of magnitude.

All numerical values are calculated from the stated model.
